# The sine-squared-psi law for equibiaxial stress in thin films

To turn diffraction peak positions from a thin film into a stress, one must decide whether to use a single plane spacing compared with a stress-free reference, or the change of spacing as the film is tilted. One must also decide which elastic constants multiply the strain. In a 10 nm ferroelectric hafnium-zirconium oxide film the first choice can cost tenths of a gigapascal through a small error in the reference, and the second can cost more. Both choices turn on the relation between diffraction strain and tilt, and on the conditions under which it holds.

Let axis 3 be the film normal and let tension be positive. The in-plane stress is equibiaxial, $\sigma_{11}=\sigma_{22}=\sigma$ and $\sigma_{12}=0$. The angle between the film normal and the scattering vector is $\psi$, and the azimuth of the scattering vector is $\phi$. The measured spacing is $d_\psi$ and the stress-free spacing is $d_0$. Each crystallite is taken to be elastically isotropic, with Young modulus $E$ and Poisson ratio $\nu$. This is a stronger assumption than isotropy of the polycrystal as a whole, and the difference is worked out below. To first order in strain, the relation to be derived is

$$\frac{d_\psi-d_0}{d_0}=\frac{1+\nu}{E}\,\sigma\sin^2\psi-\frac{2\nu}{E}\,\sigma. \tag{1}$$

The remaining stress components follow from force balance. In static equilibrium without body forces, $\sum_j\partial\sigma_{ij}/\partial x_j=0$. If the film is laterally uniform, derivatives along axes 1 and 2 vanish, which leaves

$$\frac{\partial\sigma_{i3}}{\partial x_3}=0,\qquad i=1,2,3.$$

Each $\sigma_{i3}$ is therefore independent of depth. A free surface carries no traction, so these components vanish there and hence at every depth:

$$\sigma_{13}=\sigma_{23}=\sigma_{33}=0.$$

Traction is continuous across an interface, so the conclusion also holds beneath a top electrode whose outer surface is free. Near an edge or a crack the lateral derivatives return and the argument fails.

Hooke's law for an isotropic solid can be built from uniaxial loading. A stress $\sigma_{11}$ alone gives $\varepsilon_{11}=\sigma_{11}/E$ and $\varepsilon_{22}=\varepsilon_{33}=-\nu\sigma_{11}/E$. Linear response allows three such loads along the principal axes to be added:

$$\varepsilon_{11}=\frac{\sigma_{11}-\nu(\sigma_{22}+\sigma_{33})}{E}=\frac{1+\nu}{E}\sigma_{11}-\frac{\nu}{E}\operatorname{tr}\boldsymbol\sigma,$$

and likewise for the other two axes. By isotropy, stress and strain share principal axes. The three equations are thus the diagonal entries of a tensor equation, which holds in every frame:

$$\boldsymbol\varepsilon=\frac{1+\nu}{E}\boldsymbol\sigma-\frac{\nu}{E}(\operatorname{tr}\boldsymbol\sigma)\,\mathbf 1. \tag{2}$$

For the film, $\operatorname{tr}\boldsymbol\sigma=2\sigma$, so the in-plane and normal strains are

$$\varepsilon_\parallel=\frac{(1-\nu)\sigma}{E},\qquad \varepsilon_\perp=-\frac{2\nu\sigma}{E}. \tag{3}$$

Tension stretches the film in its plane and thins it along the normal.

It remains to connect strain with the spacing that diffraction measures. Lattice planes satisfy $\mathbf G\cdot\mathbf r=2\pi N$ with integer $N$, and their spacing is $2\pi/|\mathbf G|$. A homogeneous deformation moves a point to $\mathbf r'=F\mathbf r$. Substituting $\mathbf r=F^{-1}\mathbf r'$ shows that the same planes now have the reciprocal vector $\mathbf G'=F^{-T}\mathbf G$. Let $\mathbf m$ and $\mathbf n$ be the unit normals before and after deformation, so that $\mathbf G=2\pi\mathbf m/d_0$ and $\mathbf G'=2\pi\mathbf n/d$. Then

$$F^{-T}\mathbf m=\frac{d_0}{d}\mathbf n\quad\Rightarrow\quad \mathbf m=\frac{d_0}{d}F^T\mathbf n\quad\Rightarrow\quad \frac{d}{d_0}=|F^T\mathbf n|,$$

where the last step uses $|\mathbf m|=1$. The normal $\mathbf n$ is that of the deformed planes, which is the direction set by the instrument. Write $F=\mathbf 1+H$, where the symmetric part of $H$ is $\boldsymbol\varepsilon$. Then

$$\left(\frac{d}{d_0}\right)^2=1+2\,\mathbf n\cdot\boldsymbol\varepsilon\,\mathbf n+|H^T\mathbf n|^2,$$

and the square root gives

$$\frac{d-d_0}{d_0}=\mathbf n\cdot\boldsymbol\varepsilon\,\mathbf n+O(H^2). \tag{4}$$

A small rigid rotation belongs to the antisymmetric part of $H$ and drops out at first order. Diffraction thus measures the normal strain along the scattering vector.

Now set $\mathbf n=(\sin\psi\cos\phi,\ \sin\psi\sin\phi,\ \cos\psi)$. The stress projected on this direction is

$$\mathbf n\cdot\boldsymbol\sigma\,\mathbf n=\sigma\sin^2\psi(\cos^2\phi+\sin^2\phi)=\sigma\sin^2\psi.$$

Inserting this and $\operatorname{tr}\boldsymbol\sigma=2\sigma$ into (2), and the result into (4), gives (1). The azimuth has disappeared because the two in-plane stresses are equal. If they differ, or if $\sigma_{12}\neq0$, the same calculation replaces $\sigma$ in the first term of (1) by

$$\sigma_\phi=\sigma_{11}\cos^2\phi+\sigma_{22}\sin^2\phi+\sigma_{12}\sin2\phi,$$

and $2\sigma$ in the second term by $\sigma_{11}+\sigma_{22}$. A tilt series at one azimuth then yields $\sigma_\phi$, and comparing three different azimuths within a half-turn tests whether the stress is equibiaxial. Two are not enough, since azimuths of 0 and 90 degrees give equal values when $\sigma_{11}=\sigma_{22}$, even if $\sigma_{12}\neq0$.

Differentiating (1) gives the working formula

$$\sigma=\frac{E}{1+\nu}\,\frac{1}{d_0}\,\frac{\partial d_\psi}{\partial(\sin^2\psi)}. \tag{5}$$

The strain passes through zero where the two terms of (1) cancel,

$$\sin^2\psi_0=\frac{2\nu}{1+\nu}. \tag{6}$$

At this tilt the measured spacing equals $d_0$ to first order, whatever the stress, so a known $\nu$ supplies the reference. For $\nu=0$ there is no lateral contraction and the untilted planes are already unstrained. For the incompressible limit $\nu=1/2$, (3) gives $\varepsilon_\perp=-2\varepsilon_\parallel$ and the crossing lies at $\sin^2\psi_0=2/3$.

The free surface matters for the meaning of the slope. Suppose that a normal stress $\sigma_{33}$ is present and the in-plane stress is $\sigma_\parallel$. Then

$$\mathbf n\cdot\boldsymbol\sigma\,\mathbf n=\sigma_\parallel\sin^2\psi+\sigma_{33}\cos^2\psi=\sigma_{33}+(\sigma_\parallel-\sigma_{33})\sin^2\psi.$$

The trace does not depend on $\psi$, so the slope measures $\sigma_\parallel-\sigma_{33}$, and a purely hydrostatic stress gives no slope at all. As an illustration, take a film with $E=230$ GPa and $\nu=0.31$ whose in-plane strain would give 3 GPa under a free surface. Cover it with an equally thick isotropic layer of modulus 400 GPa and Poisson ratio 0.25 under 0.2 % in-plane strain, and fix the top of the stack rigidly, so that its total thickness cannot relax. The normal stress becomes 1.80 GPa. At fixed in-plane strain, (2) requires $\sigma_\parallel=3+\nu\sigma_{33}/(1-\nu)=3.81$ GPa. The slope reports the difference, 2.01 GPa.

For the hafnium-zirconium oxide film with a free outer surface, take the same rough typical constants, $E=230$ GPa and $\nu=0.31$, with $\sigma=3$ GPa. The reflection is of 111 type in the fluorite-like indexing, with $d_0=0.2950$ nm, and the wavelength is 0.154 nm. Equation (3) gives

$$\varepsilon_\parallel=\frac{0.69\times3}{230}=0.900\ \%,\qquad \varepsilon_\perp=-\frac{0.62\times3}{230}=-0.809\ \%.$$

Deforming an explicit lattice by these strains and applying the Bragg condition $\lambda=2d\sin\theta$ gives noise-free data:

| $\psi$ (deg) | $\sin^2\psi$ | $d_\psi$ (nm) | strain (%) | law (1) (%) |
|---|---|---|---|---|
| 0 | 0.000 | 0.292614 | −0.8087 | −0.8087 |
| 15 | 0.067 | 0.292955 | −0.6933 | −0.6942 |
| 30 | 0.250 | 0.293883 | −0.3788 | −0.3815 |
| 45 | 0.500 | 0.295145 | 0.0493 | 0.0457 |
| 60 | 0.750 | 0.296403 | 0.4756 | 0.4728 |

A straight-line fit has the slope 0.005052 nm, and (5) returns

$$\sigma=\frac{230\ \text{GPa}}{1.31}\times\frac{0.005052}{0.2950}=3.007\ \text{GPa}=3007\ \text{MPa}.$$

The excess of 0.2 % over the input comes from the second-order strain, since the points would otherwise lie on the line (1). That term can be found explicitly. The film deformation is diagonal, so with $x=\sin^2\psi$

$$\frac{d}{d_0}=\sqrt{1+2a+b},\qquad a=\varepsilon_\parallel x+\varepsilon_\perp(1-x),\qquad b=\varepsilon_\parallel^2x+\varepsilon_\perp^2(1-x).$$

Expanding the root gives $1+a+(b-a^2)/2$ through second order, and collecting terms gives

$$\frac{b-a^2}{2}=\frac{x(1-x)}{2}(\varepsilon_\parallel-\varepsilon_\perp)^2=\frac{(\varepsilon_\parallel-\varepsilon_\perp)^2}{8}\sin^2 2\psi.$$

It is largest at 45 degrees, where it amounts to 0.0037 %, the difference between the last two columns of the table to within rounding.

The role of the reference spacing can now be judged. In (5), $d_0$ enters as a factor, so $\delta\sigma=-\sigma\,\delta d_0/d_0$. An error of 0.1 % in $d_0$ shifts the stress by −0.003 GPa. Even using the fitted spacing at $\psi=0$ in place of $d_0$ gives 3.03 GPa. If instead the stress is taken from the untilted spacing alone, then

$$\sigma=-\frac{E}{2\nu}\left(\frac{d_{\psi=0}}{d_0}-1\right),\qquad \delta\sigma\simeq\frac{E}{2\nu}\frac{\delta d_0}{d_0},$$

because $d_{\psi=0}/d_0$ is close to one. The same 0.1 % error now shifts the stress by 0.37 GPa, about 12 % of its value. The tilt series avoids this sensitivity by using differences of spacing. For isotropic grains it also locates the reference: (6) gives $\psi_0=43.5^\circ$, where the fitted line reads 0.29501 nm. With anisotropic grains under uniform stress, the strain-free tilt depends on the reflection. In the cubic estimate below, the 111 spacing read at the isotropic tilt $\psi_0$ would then be 0.15 % too small.

Either method must measure small shifts of broad peaks. Differentiating the Bragg condition at fixed wavelength gives $\delta(2\theta)=-2\tan\theta\,\delta d/d$. Between 0 and 60 degrees of tilt the peak moves by −0.40 degrees, while the sum of waves from 34 planes, a 10 nm grain, has a width of 0.81 degrees at half maximum. For independent position errors $\delta(2\theta)$, in radians, at the tilts $x_i=\sin^2\psi_i$ with mean $\bar x$, the least-squares slope has the standard error that leads to

$$\delta\sigma=\frac{E}{1+\nu}\,\frac{\delta(2\theta)}{2\tan\theta\,\sqrt{\sum_i(x_i-\bar x)^2}}.$$

An error of 0.02 degrees per tilt gives 0.18 GPa, or 6 % of the stress.

The assumption of isotropic grains deserves closer attention. At each setting a reflection selects grains that have one crystal direction along $\mathbf n$. In a randomly oriented polycrystal these grains occur with all rotations about $\mathbf n$ equally often. Suppose that every grain carries the same stress, and let $s_{ijkl}$ be its compliance. Averaging over the grains is equivalent to holding one grain fixed and rotating the stress about $\mathbf n$. The component $\sigma_{nn}=\mathbf n\cdot\boldsymbol\sigma\,\mathbf n$ is unchanged, shear components containing $n$ average to zero, and the transverse part becomes isotropic with its trace preserved:

$$\langle\boldsymbol\sigma\rangle=\sigma_{nn}\,\mathbf n\mathbf n+\tfrac12(\operatorname{tr}\boldsymbol\sigma-\sigma_{nn})(\mathbf 1-\mathbf n\mathbf n).$$

Write $s_{nnnn}$ for the compliance with all indices along $\mathbf n$, and $s_{nnkk}$ for the sum over $k$. The mean strain along $\mathbf n$ is

$$\langle\varepsilon_{nn}\rangle=s_{nnnn}\sigma_{nn}+\tfrac12(s_{nnkk}-s_{nnnn})(\operatorname{tr}\boldsymbol\sigma-\sigma_{nn}).$$

With $\sigma_{nn}=\sigma\sin^2\psi$ and $\operatorname{tr}\boldsymbol\sigma=2\sigma$, collecting the terms in $\sin^2\psi$ gives

$$\langle\varepsilon_{nn}\rangle=\frac{3s_{nnnn}-s_{nnkk}}{2}\,\sigma\sin^2\psi+(s_{nnkk}-s_{nnnn})\,\sigma. \tag{7}$$

Under uniform stress and random orientation, the plot remains straight for any crystal symmetry, but its slope depends on the reflection. A straight line is therefore no evidence that the isotropic constants apply. For isotropic grains $s_{nnnn}=1/E$ and $s_{nnkk}=(1-2\nu)/E$, and (7) returns to (1).

The opposite limiting model gives every grain the same strain. Diffraction then sees the macroscopic strain for every reflection. The macroscopic stress follows from the orientation-averaged stiffness, which is isotropic for random texture. Since $(1+\nu)/E=1/(2G)$ for an isotropic solid of shear modulus $G$, the slope coefficient is $1/(2G)$ with the averaged $G$.

To size the effect, replace the orthorhombic grain by a cubic fluorite-like one with the rough constants $C_{11}=400$, $C_{12}=100$ and $C_{44}=60$ GPa. The mean of its shear moduli in the two models corresponds to $E=229$ GPa and $\nu=0.309$, close to the values used above. For a true stress of 3 GPa, the isotropic formula (5) would report 4.39 GPa from the 111 reflection under uniform stress and 2.74 GPa under uniform strain. The mean of the two slope coefficients, a plain interpolation between the models, gives 3.57 GPa. From the 200 reflection under uniform stress it would report 1.76 GPa. Among the effects sized here for a film with a free outer surface, this is the largest, but its size depends strongly on the assumed constants. With $C_{44}=100$ GPa in place of 60, and the isotropic constants averaged anew, the 111 reflection under uniform stress would report 3.53 GPa. Within either of these two models the remedy is to divide the measured strain slope by the coefficient for that reflection. Neither model need describe a film whose grains span its thickness. If every grain instead has the same in-plane strain and carries $\sigma_{13}=\sigma_{23}=\sigma_{33}=0$ on its own, the plot is curved even for random texture and no single coefficient exists. With $C_{44}=60$ GPa and a true mean stress of 3 GPa, the 111 slopes between neighbouring tilts then read 1.8, 3.3, 4.8 and 4.0 GPa through (5), and the straight-line fit over the five tilts reports 4.0 GPa.

Three further effects are smaller for these parameters. With a rough pressure derivative of 4, the mean tension $2\sigma/3=2$ GPa lowers the bulk modulus by about 4 %. This indicates the scale of elastic nonlinearity; it is not a correction to (5), which contains the shear modulus. Heating by 60 K, with a film that expands by 5 ppm/K more than its substrate, changes the stress itself by $-E/(1-\nu)\times3\times10^{-4}=-0.10$ GPa. If the film is measured under bias, a piezoelectric coefficient of 5 pm/V at 1 MV/cm adds a normal strain of 0.05 %. With the in-plane dimensions clamped this contributes in proportion to $\cos^2\psi=1-\sin^2\psi$, so a positive normal strain lowers the slope by an amount equivalent to −0.09 GPa, and a negative one raises it. This equals the error in the stress only if the transverse coefficient $d_{31}$ vanishes, because clamping turns $d_{31}$ into a real stress change. For $d_{31}=-0.3\,d_{33}$ and the same clamped normal strain, the true stress rises by 0.07 GPa and the error is −0.16 GPa. A field of 1 MV/cm is also near the coercive field of such films, where switching can add strain that a linear coefficient does not describe.

A thickness near 10 nm and tensile stress in the gigapascal range are typical of hafnium-zirconium oxide capacitors with metal nitride electrodes; the elastic constants are less certain. Real films depart from the model through their anisotropic grains: in the cubic estimate, the isotropic formula applied to the 111 reflection reports a true stress of 3 GPa as 2.7 GPa under uniform strain and as 4.4 GPa under uniform stress. They can also be textured, so that the rotational average behind (7) fails. Tetragonal and orthorhombic reflections overlap near the peak used here. If their relative weight changes with tilt, the combined peak moves without any change of strain, and the fitted slope is no longer a stress alone. If the stress varies with depth, (1) holds by linearity for a weighted depth average, provided that all tilts weight the depths equally. The weights need not be uniform: when one grain spans the film and scatters coherently, the peak maximum favours the middle of the film over its two faces. For a laterally wide grain these weights are the same at every tilt; for grains no wider than the film is thick they change with tilt. The size of the texture and overlap errors is not estimated here.

## Numbers as computed

```
Young modulus (rough input): 230 GPa; Poisson ratio: 0.31
in-plane stress (input): 3.00 GPa
stress-free spacing: 0.2950 nm; wavelength: 0.154 nm
in-plane strain: 0.900 %; normal strain: -0.809 %
slope coefficient (1+nu)/E: 5.696 per 1000 GPa
strain slope against sin^2 psi: 1.709 %
largest traction in free stack: 4.5e-15 GPa
rigid lid: normal stress 1.80 GPa, in-plane 3.81 GPa
rigid lid: stress read from slope 2.01 GPa
tilt (deg), sin^2 psi, spacing (nm), strain (%), law (%), 2theta (deg):
     0  0.000  0.292614  -0.8087  -0.8087   30.514
    15  0.067  0.292955  -0.6933  -0.6942   30.477
    30  0.250  0.293883  -0.3788  -0.3815   30.379
    45  0.500  0.295145   0.0493   0.0457   30.246
    60  0.750  0.296403   0.4756   0.4728   30.114
fitted slope: 0.005052 nm; fitted intercept: 0.292617 nm
stress from slope and d0: 3.0066 GPa = 3006.6 MPa
stress from slope, intercept used for d0: 3.0311 GPa
strain-free tilt: 43.47 deg; sin^2: 0.4733
d0 read from line at that tilt: 0.295008 nm
largest second-order strain: 0.00365 %; ratio on halving stress: 3.999
relative d0 error assumed: 0.10 %
  stress shift, slope method: -0.0030 GPa
  stress shift, psi=0 spacing method: 0.368 GPa
cubic grain C11, C12, C44 (rough): 400, 100, 60 GPa
shear modulus, uniform strain: 96.00 GPa; uniform stress: 78.95 GPa
mid-value Young modulus: 229.0 GPa; Poisson ratio: 0.309
slope coefficient (per 1000 GPa) and stress the isotropic law would report (GPa):
  111, uniform stress: 8.333, 4.39
  200, uniform stress: 3.333, 1.76
  any, uniform strain: 5.208, 2.74
  111, mean of both: 6.771, 3.57
grain size: 10 nm = 34 planes; peak width: 0.808 deg
peak shift from 0 to 60 deg tilt: -0.399 deg
peak error 0.02 deg per tilt gives stress error: 0.182 GPa
bulk modulus pressure derivative (rough): 4; softening: 4.0 %
expansion mismatch (rough): 5 ppm/K; heating: 60 K
  stress change on heating: -0.100 GPa
piezo coefficient (rough): 5 pm/V; field: 1 MV/cm
  field strain: 0.050 %; apparent stress change: -0.088 GPa
```
